# Commutator DIIS and Fractional Occupations

**Q:** I run self-consistent field calculations with Fermi smearing and use commutator DIIS, as I do for closed shells with a gap. At convergence the Fock matrix and the density matrix commute, so driving the commutator to zero must give the solution. Why should fractional occupations change that?

**A:** Let us first write down what "solution" means. I use a real orthonormal basis of $M$ orbitals and a spin-restricted density matrix $D$ per spin, with eigenvalues between 0 and 1 and trace $N$. The mean-field matrix built from it is $F[D]$. At fixed $kT$, self-consistency is

$$D=f(F[D]),\qquad f(F)=\left[1+e^{(F-\mu)/kT}\right]^{-1},$$

with $\mu$ fixed by $\mathrm{tr}\,f=N$. Define the residual $R=D-f(F)$ with $F=F[D]$. Any function of $F$ commutes with $F$, so

$$C\equiv[F,D]=[F,R]+[F,f(F)]=[F,R].$$

In the eigenbasis of $F$, with levels $e_i$, this reads

$$C_{ij}=(e_i-e_j)R_{ij}.$$

For $i=j$ the prefactor is zero. The diagonal element $R_{ii}=D_{ii}-f_i$ is the error in the occupation of level $i$, and it does not appear in $C$. A zero commutator says that $D$ and $F$ share eigenvectors. It does not say that the eigenvalues of $D$ are the Fermi occupations of the levels of $F$.

In a nonorthogonal basis with overlap $S$, the same statements hold for $S^{1/2}DS^{1/2}$ and $S^{-1/2}FS^{-1/2}$. Their commutator is $S^{-1/2}(FDS-SDF)S^{-1/2}$, so the usual error matrix has the same gap.

**Q:** Then why does the commutator suffice for my gapped closed shells?

**A:** There $D^2=D$. A small allowed change obeys $D\,dD+dD\,D=dD$. Between two occupied orbitals this gives $2\,dD_{ij}=dD_{ij}$, and between two empty ones $0=dD_{ij}$, so both blocks vanish. To first order, only occupied-empty rotations remain, and there are no occupation changes to miss. What stays open is a discrete question: which orbitals are filled. If $D$ commutes with $F$ and fills its lowest $N$ levels below a gap, it is a self-consistent aufbau density. With fractional occupations the discrete choice becomes a continuous one.

**Q:** But a wrong occupation changes $F$, and then the orbitals no longer fit. Surely the commutator notices that.

**A:** It can. Linearize about the solution, where $F$ has levels $e_i$ and $D$ has occupations $f_i$:

$$dC=[dF,D]+[F,dD],$$

$$dC_{ij}=(f_j-f_i)\,dF_{ij}+(e_i-e_j)\,dD_{ij}.$$

An occupation change enters through $dF_{ij}$, as you say. However, an accompanying orbital change $dD_{ij}$ can cancel it. Counting shows that such cancellations must exist. A symmetric $dD$ with zero trace has $M(M+1)/2-1$ independent components, while the antisymmetric $dC$ has $M(M-1)/2$. The difference is $M-1$, so at least $M-1$ directions are invisible to first order.

**Q:** Can you show this on a system where the occupations and orbitals are really coupled?

**A:** Take three sites in a line with two electrons, so $N=1$. The populations are $n_i=2D_{ii}$, and the energy and mean field are

$$E=2\,\mathrm{tr}(hD)+\tfrac12\sum_{ij}n_i\gamma_{ij}n_j,\qquad F=h+\mathrm{diag}(\gamma n).$$

This is a Hartree model without exchange or correlation. The site energies are $-0.10$, $0$ and $0.05$ hartree, and the hoppings are $-0.03$ and $-0.02$ hartree. The repulsion is $\gamma_{ij}=(r_{ij}^2+a^2)^{-1/2}$ in atomic units, with neighbour spacing 3 bohr and $a=2$ bohr. At $kT=0.02$ hartree the self-consistent occupations per spin are 0.666, 0.302 and 0.032.

Here $M=3$: there are five density directions and three commutator components. The singular values of the map from $dD$ to $dC$ are 0.289, 0.176 and 0.045 hartree, followed by two that vanish within rounding. Two directions are invisible, the minimum allowed by the count.

**Q:** Invisible directions in linear algebra are one thing. Would I ever meet a density of that kind?

**A:** Converge a calculation at $kT_1$, then reuse its density at a different $kT$. The old density is $D_0=f_1(F_0)$ with $F_0=F[D_0]$, so it commutes with its own $F_0$. Its occupations belong to the old temperature. In the model, with the new $kT=0.02$ hartree:

| $kT_1$ (hartree) | $\lVert R\rVert$ | free-energy excess (hartree) |
|---|---|---|
| 0.03 | 0.109 | 0.0017 |
| 0.04 | 0.188 | 0.0046 |
| 0.05 | 0.249 | 0.0074 |

The commutator norms are about $10^{-16}$ hartree or smaller. A stopping test on the commutator would accept all three densities in the first cycle. Norms are Frobenius norms, and the excess is relative to the solution at the new temperature. The smearings in this model are large: 0.02 hartree corresponds to about 6300 K. The sizes of the errors therefore should not be carried over to other calculations.

**Q:** How do you know that these are not just other solutions?

**A:** Their residuals are nonzero, which settles it. In this model one can also show that there is a single solution. The free energy is

$$G=E+2kT\,\mathrm{tr}\left[D\ln D+(1-D)\ln(1-D)\right].$$

Since $dn_i=2\,dD_{ii}$, the energy changes by $dE=2\,\mathrm{tr}(F\,dD)$. Including the entropy term and a multiplier $2\mu$ for the trace, stationarity gives

$$F+kT\ln\frac{D}{1-D}=\mu,$$

which is $D=f(F)$ after solving for $D$. The matrix $\gamma$ is positive definite, so $E$ is convex in $D$; the negative entropy is strictly convex. Hence $G$ has one stationary point, its minimum. With an exchange term or an approximate functional this convexity need not hold, and several solutions may exist.

**Q:** Fine, I will not stop in the first cycle. I will force DIIS to continue. Does it then repair the occupations?

**A:** Follow the equations. DIIS chooses weights with $\sum_i c_i=1$ that minimize $\lVert\sum_i c_iC_i\rVert$, and the next density comes from $\sum_i c_iF_i$. Start with the reused density $D_0$:

1. The first commutator is $C_0=0$, and the only stored matrix is $F_0$. The next density is $D_1=f(F_0)$ at the new temperature.
2. In general $C_1\ne0$. The quantity to minimize is $\lVert c_0C_0+c_1C_1\rVert=|c_1|\,\lVert C_1\rVert$, so $c_1=0$ and $c_0=1$.
3. The extrapolated matrix is again $F_0$, and the next density is again $D_1$. Its copies also receive zero total weight, and the process repeats.

With $C_0=0$ exactly, DIIS is locked as long as the first entry stays in memory. If the old calculation was converged only loosely, $C_0$ is small but not zero. This does not by itself release the lock: in the restart described next, with the old run converged only to changes of $10^{-10}$ to $10^{-4}$ hartree in the Fock matrix and with full memory, $\lVert R\rVert$ is still 0.832 after 60 cycles. In the restart from $kT_1=0.05$ hartree, the computed weights in cycle 2 are 1.000 and 0.000. After 30 cycles with full memory, the density has not moved since cycle 2 beyond rounding. It has $\lVert R\rVert=0.832$ and a free-energy excess of 0.0162 hartree, about $0.0162/0.0074\approx2.2$ times the excess of the density we started from.

If $R$ is used as the error vector on the same two entries, the weights are 0.794 and 0.206. The first entry is no longer mistaken for a solution.

**Q:** My code keeps only a few entries. Would it escape?

**A:** It can. With four entries, the zero commutator leaves the memory when the fifth entry arrives. The remaining four are copies of $D_1$. In exact arithmetic the next matrix is then $F[D_1]$, and the iteration moves again. In floating-point arithmetic the copies differ by rounding. The solver used here discards small singular values only relative to the largest one, so it can amplify these differences into large weights. The step out of the lock, and with it the cycle count, therefore depends on rounding: changes of order $10^{-15}$ hartree in the starting matrix move the commutator count between about 12 and 22, and another solver for the weights can change it much more. In the example, commutator DIIS then reaches $\lVert R\rVert<10^{-8}$ in cycle 15. The residual version needs 14 cycles and the Fock-difference version 9. In this run the commutator therefore does guide the extrapolation to the solution, provided that it is not used as the stopping test.

**Q:** If two directions are invisible, how could the commutator find the solution at all?

**A:** Because the iterates need not explore those directions. Let $F_{\rm in}$ be the matrix that produced $D=f(F_{\rm in})$, and let $\Delta=F[D]-F_{\rm in}$. Since $F_{\rm in}$ commutes with $D$,

$$C=[F_{\rm in}+\Delta,D]=[\Delta,D].$$

The commutator is a filtered Fock difference: the part of $\Delta$ that commutes with $D$ is lost.

After the first cycle of this model, every $F_{\rm in}$ is a combination of matrices $h+\mathrm{diag}(\gamma n)$ with weights summing to one. It therefore has the form $h+\mathrm{diag}(v)$, and $\Delta$ is diagonal in the sites. Now suppose $C=0$. At finite temperature $F_{\rm in}$ is a function of $D$, namely

$$F_{\rm in}=\mu+kT\ln\frac{1-D}{D},$$

so $\Delta$ also commutes with $F_{\rm in}$. The off-diagonal elements of that condition are

$$[F_{\rm in},\Delta]_{ij}=h_{ij}(\Delta_{jj}-\Delta_{ii})=0.$$

The nonzero hoppings connect all three sites, so all $\Delta_{ii}$ are equal. A constant shift of $F$ only shifts $\mu$, and the density is self-consistent. For these later iterates, a zero commutator is sufficient after all.

The reused density escapes this argument because it is the first iterate. With $\mu_1$ the old chemical potential, it is produced at the new temperature by

$$F_{\rm in}=\mu_1+\frac{kT}{kT_1}(F_0-\mu_1),$$

since then $(F_{\rm in}-\mu_1)/kT=(F_0-\mu_1)/kT_1$. This matrix has rescaled hoppings. The argument also fails if $\Delta$ is nondiagonal, or if symmetry removes the couplings $h_{ij}$. A diagonal $\Delta$ is a feature of this site model: exchange spoils it, and in an atomic-orbital basis even a local Hartree or density-functional potential has off-diagonal elements.

**Q:** What happens when symmetry removes them?

**A:** Take two orbitals of different symmetry that cannot mix, again with two electrons. Both $D$ and $F$ are diagonal, so $C=0$ at every occupation. Let $x$ be the occupation per spin of the first orbital and $1-x$ that of the second. With same-orbital repulsion $U$ and inter-orbital repulsion $V$,

$$e_1=h_1+2Ux+2V(1-x),$$

$$e_2=h_2+2Vx+2U(1-x).$$

Subtracting gives

$$e_1-e_2=h_1-h_2+2(U-V)(2x-1).$$

The two Fermi occupations add to one, which puts $\mu$ halfway between the levels. The plain loop therefore maps $x$ to

$$g(x)=\left[1+e^{(e_1-e_2)/2kT}\right]^{-1}.$$

Its derivative is $-g(1-g)/(2kT)$ times $d(e_1-e_2)/dx=4(U-V)$. At the solution $g=x$, so the slope is

$$s=-\frac{2(U-V)}{kT}\,x(1-x).$$

**Q:** And what does commutator DIIS do with nothing but zeros?

**A:** Its weights are undetermined, so the result depends on how the code solves the singular equations. The solver used here starts from the newest Fock matrix and adds the smallest correction that the least-squares problem requires. With zero errors that correction is zero, and DIIS becomes the plain loop. A solver that chose equal weights would average the last $m$ Fock matrices. That acts as damping and is locally stable for $|s|<m$, where the plain loop needs $|s|<1$, but the choice contains no information about the error either.

Take $h_1=0$, $h_2=0.05$, $U=0.5$ and $V=0.4$ hartree. At $kT=0.08$ hartree the solution is $x=0.548$, and

$$s=-\frac{0.2}{0.08}(0.548)(0.452)\approx-0.619.$$

The loop contracts. The first residual norm is 0.0677, so reaching $10^{-8}$ at the local rate takes about $\ln(6.77\times10^6)/|\ln0.619|\approx33$ further cycles. The run stops in cycle 34. This looks like successful DIIS, but there is no acceleration; the residual version needs 5 cycles.

At $kT=0.02$ hartree, $x=0.589$ and

$$s=-\frac{0.2}{0.02}(0.589)(0.411)\approx-2.42.$$

An error now grows and changes sign in each cycle. With the solver used here, commutator DIIS has not converged after 300 cycles and ends with $\lVert R\rVert=1.4$. Here $\lVert R\rVert=\sqrt2\,|x-g(x)|$, so nearly the whole electron pair would change orbital in the next step. The residual and Fock-difference versions converge in 13 and 11 cycles. With equal weights and four entries, $|s|<4$ and the commutator run does converge, but only after about 190 cycles.

**Q:** So I should use $R$. Does it really see every direction in the three-site case?

**A:** Near the solution, yes. First find how $f(F)$ responds. Differentiating $[F,f]=0$ gives $(f_j-f_i)\,dF_{ij}+(e_i-e_j)\,df_{ij}=0$, hence, for distinct levels,

$$df_{ij}=\frac{f_i-f_j}{e_i-e_j}\,dF_{ij}\quad(i\ne j).$$

The diagonal part is $df_{ii}=-w_i(dF_{ii}-d\mu)$ with $w_i=f_i(1-f_i)/kT$. Fixed trace requires $d\mu=\sum_iw_i\,dF_{ii}/\sum_iw_i$. Write the whole response as $df=-P\,dF$. Because $f$ decreases with energy,

$$\mathrm{tr}(dF\,P\,dF)=\sum_{i\ne j}\left|\frac{f_i-f_j}{e_i-e_j}\right|dF_{ij}^2+\sum_iw_i(dF_{ii}-d\mu)^2\ge0.$$

Write also $dF=K\,dD$. The repulsion gives $\mathrm{tr}(dD\,K\,dD)=\tfrac12\sum_{ij}dn_i\gamma_{ij}dn_j\ge0$. The residual changes by

$$dR=dD-df=(1+PK)\,dD.$$

Suppose $PKX=\lambda X$ with $\lambda\ne0$. Taking the inner product with $KX$ gives $\langle KX,PKX\rangle=\lambda\langle KX,X\rangle$. The left side is not negative. The factor $\langle KX,X\rangle$ is positive, because its vanishing would imply $KX=0$ and hence $\lambda=0$. Thus $\lambda>0$, and all eigenvalues of $1+PK$ are at least 1. No direction is invisible to $R$.

The computed eigenvalues are 1, 1, 1, 3.17 and 7.68. The plain loop multiplies an error by $-PK$, that is, by one minus these values: 0, 0, 0, $-2.17$ and $-6.68$. It is unstable, and a run started next to the solution indeed leaves it.

**Q:** Then residual DIIS is guaranteed to converge?

**A:** No. That was a statement about detecting small errors, not about reaching the solution from afar. Start the three-site problem from the bare matrix $h$, with a memory of four. The Fock-difference version converges in 14 cycles and the commutator version in 50. These counts belong to this memory size: with only two entries none of the three versions converges within 200 cycles. The residual version has not converged after 300 cycles and ends with $\lVert R\rVert=1.4$.

That value is close to the largest possible. For $N=1$, both $D$ and $f(F)$ have nonnegative eigenvalues summing to one, so their squared norms are at most 1 and $\mathrm{tr}(Df)\ge0$. Hence

$$\lVert R\rVert^2=\lVert D\rVert^2+\lVert f\rVert^2-2\,\mathrm{tr}(Df)\le2.$$

Near the bound, both matrices put almost one electron per spin into a single orbital, and the two orbitals are nearly orthogonal. As the bound is approached, the factors $w_i=f_i(1-f_i)/kT$ go to zero, so the occupations in $f(F)$ stop responding to small changes of $F$, although the orbitals can still rotate. The program does not test whether this is what prevents convergence. The last value of $\lVert R\rVert$ is also sensitive to rounding, so the result to keep from this run is the failure to converge, not the number 1.4.

**Q:** What would you change in my code, then?

**A:** Change the stopping test first: require a small $\lVert D-f(F[D])\rVert$, whatever error vector drives the extrapolation. This costs a diagonalization of $F[D]$.

For the error vector, I would try $\Delta=F[D]-F_{\rm in}$ first. It needs no extra diagonalization, and it converged in every run shown here, which is evidence from two small models and not a general ranking. If $\Delta=0$, then $D=f(F_{\rm in})=f(F[D])$. Conversely, the logarithmic formula for $F_{\rm in}$ shows that a self-consistent $D$ fixes $\Delta$ up to a constant, which can be removed by subtracting the mean of its diagonal.

When the start is far away, damping is a useful first phase: $F_{\rm in}\to F_{\rm in}+\alpha\Delta$. Close to the solution it multiplies errors by $1-\alpha\lambda'$, where $\lambda'$ runs over the eigenvalues of $1+KP$. Apart from ones, these equal the eigenvalues of $1+PK$. Stability requires $\alpha<2/7.68\approx0.26$ here. With $\alpha=0.1$ the factors lie between $1-0.768\approx0.23$ and 0.9, which is slow but stable. Damping with this $\alpha$, started from $h$, did reach the solution.

**Q:** So must the residual or the Fock difference enter the error vector, or not?

**A:** Not for every successful run: the commutator runs at $kT=0.08$ hartree and with short memory show that. It must enter, or some equivalent occupation error must, if the error vector itself is to distinguish a self-consistent density from one that merely commutes with its Fock matrix. The numerical output below lists the runs on both sides of that distinction.

## Values computed for the example and the checks

```
Cycle counts: |R| < 1e-8 reached; 0 = not reached in 300 cycles
Two levels: h = 0, 0.05; U = 0.5, V = 0.4 hartree
 kT = 0.02 hartree: occupation x = 0.589012, loop slope = -2.4208
  first cycle: |[F,D]| = 0.0e+00, |R| = 0.8461
  commutator: cycles = 0, final |R| = 1.4e+00
  residual: cycles = 13, final |R| = 1.5e-11
  fock difference: cycles = 11, final |R| = 2.7e-10
 kT = 0.08 hartree: occupation x = 0.547986, loop slope = -0.6192
  first cycle: |[F,D]| = 0.0e+00, |R| = 0.0677
  commutator: cycles = 34, final |R| = 9.2e-09
  residual: cycles = 5, final |R| = 4.7e-12
  fock difference: cycles = 6, final |R| = 1.2e-11
Three sites: site energies (hartree) [-0.1   0.    0.05]
 hoppings = -0.03, -0.02 hartree; spacing = 3.0, softening = 2.0 bohr
 repulsion, distance 0, 1, 2 (hartree) [0.5    0.2774 0.1581]
 solution at kT = 0.02 hartree: G = 0.48721312 hartree
 levels (hartree) [0.58557 0.6161  0.66764]
 occupations per spin [0.66593 0.30221 0.03186]
 random density: commutator identity mismatch = 1.1e-16
  occupation part of |R| = 0.8495
 commutator response, singular values (hartree):
  2.89e-01, 1.76e-01, 4.46e-02, 1.56e-13, 1.14e-17
 residual response, eigenvalues [1.     1.     1.     3.1725 7.6785]
 plain loop started next to solution: final |R| = 1.4e+00
 Reuse at kT = 0.02 of densities converged at kT1 (hartree):
  kT1 = 0.03: |[F,D]| = 1.3e-16, |R| = 0.10945, G excess = 1.674e-03 hartree
  kT1 = 0.04: |[F,D]| = 3.3e-17, |R| = 0.18816, G excess = 4.587e-03 hartree
  kT1 = 0.05: |[F,D]| = 1.1e-16, |R| = 0.24862, G excess = 7.433e-03 hartree
 Restart from kT1 = 0.05: weights of entries 1, 2 in cycle 2
  commutator: 1.000000, 0.000000 (magnitude)
  residual: 0.793879, 0.206121
  full memory, commutator, 30 cycles: |R| = 0.83215
  change of D since cycle 2 = 1.0e-14, G excess = 1.621e-02 hartree
 Memory of 4 entries, restart:
  commutator: cycles = 15, final |R| = 1.2e-09
  residual: cycles = 14, final |R| = 1.6e-10
  fock difference: cycles = 9, final |R| = 4.6e-10
 Memory of 4 entries, start from h:
  commutator: cycles = 50, final |R| = 9.1e-10
  residual: cycles = 0, final |R| = 1.4e+00
  fock difference: cycles = 14, final |R| = 2.1e-12
```
